# The CH4 to CF4 Carbon 1s Shift from Equivalent Cores: a program that tests the result

```python
"""
Result under test: at frozen geometries the carbon 1s shift
I(CF4) - I(CH4) is approximately the energy of
CF4 + NH4+ -> NF4+ + CH4.
I: vertical core ionization energy. Z: charge of the central nucleus.
phi: potential at that nucleus due to electrons and ligand nuclei.
exchange: energy with nitrogen minus energy with core-ionized carbon.
Energies are in hartree internally; bond lengths are supplied in nm.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9
BONDS = {"H": 0.109, "F": 0.132}

center_exponents = sorted({
    (shell[0], primitive[0])
    for shell in gto.basis.load("cc-pvtz", "C") if shell[0] <= 2
    for primitive in shell[1:]
})
center_basis = [[l, [exponent, 1.0]] for l, exponent in center_exponents]
shared_basis = {"C": center_basis, "N": center_basis,
                "H": "cc-pvdz", "F": "cc-pvdz"}


def molecule(center, ligand, bond_nm, basis, charge=0, spin=0):
    d = 10 * bond_nm / np.sqrt(3)
    directions = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    atoms = [(center, (0, 0, 0))]
    atoms += [(ligand, tuple(d * x for x in v)) for v in directions]
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=spin,
                 unit="Angstrom", verbose=0)


def study(ligand):
    """Neutral, nitrogen analogue and core-hole state in one basis."""
    bond = BONDS[ligand]
    mol = molecule("C", ligand, bond, shared_basis)
    repulsion = mol.intor("int2e", aosym="s8")
    overlap = mol.intor("int1e_ovlp")
    with mol.with_rinv_origin((0, 0, 0)):
        inverse_r = mol.intor("int1e_rinv")
    h_carbon = scf.hf.get_hcore(mol)
    distances = np.linalg.norm(mol.atom_coords()[1:], axis=1)
    ligand_potential = np.sum(mol.atom_charges()[1:] / distances)
    nuclear_carbon = mol.energy_nuc()
    energies, potentials = [], []
    density = None
    neutral = None
    for z in (6.0, 6.5, 7.0):
        mf = scf.RHF(mol)
        mf._eri = repulsion
        h = h_carbon - (z - 6) * inverse_r
        nuclear = nuclear_carbon + (z - 6) * ligand_potential
        mf.get_hcore = lambda *args, h=h: h
        mf.energy_nuc = lambda *args, nuclear=nuclear: nuclear
        mf.conv_tol = 1e-10
        mf.kernel(dm0=density)
        assert mf.converged
        density = mf.make_rdm1()
        energies.append(mf.e_tot)
        potentials.append(ligand_potential - np.sum(density * inverse_r))
        if z == 6:
            neutral = mf

    # The carbon 1s orbital has the smallest mean squared radius.
    occupied = neutral.mo_coeff[:, neutral.mo_occ > 0]
    with mol.with_common_origin((0, 0, 0)):
        r2 = mol.intor("int1e_r2")
    radii = np.einsum("pi,pq,qi->i", occupied, r2, occupied)
    core = int(np.argmin(radii))
    references = [occupied, np.delete(occupied, core, axis=1)]

    def keep_hole(mo_energy=None, mo_coeff=None):
        occupation = np.zeros((2, mo_coeff[0].shape[1]))
        for spin in (0, 1):
            projection = references[spin].T @ overlap @ mo_coeff[spin]
            weight = np.sum(projection**2, axis=0)
            chosen = np.argsort(-weight)[:references[spin].shape[1]]
            occupation[spin, chosen] = 1
        return occupation

    ion = molecule("C", ligand, bond, shared_basis, charge=1, spin=1)
    hole = scf.UHF(ion)
    hole._eri = repulsion
    hole.get_occ = keep_hole
    hole.conv_tol = 1e-9
    hole.max_cycle = 100
    hole.kernel(dm0=np.array([c @ c.T for c in references]))
    assert hole.converged
    empty = hole.mo_coeff[1][:, hole.mo_occ[1] == 0]
    hole_overlap = np.max((occupied[:, core] @ overlap @ empty)**2)
    assert hole_overlap > 0.9
    return {"E": energies, "phi": potentials, "hole": hole.e_tot,
            "I": hole.e_tot - energies[0],
            "frozen": -neutral.mo_energy[core],
            "exchange": energies[2] - hole.e_tot,
            "hole_overlap": hole_overlap}


ch4, cf4 = study("H"), study("F")
reaction = cf4["E"][2] + ch4["E"][0] - cf4["E"][0] - ch4["E"][2]
direct_shift = cf4["I"] - ch4["I"]
frozen_shift = cf4["frozen"] - ch4["frozen"]
phi_difference = np.array(cf4["phi"]) - np.array(ch4["phi"])
integrated = phi_difference @ np.array([1, 4, 1]) / 6
assert abs(integrated - reaction) < 3e-4  # Simpson quadrature error
assert reaction > 0 and direct_shift > 0
assert abs(reaction - direct_shift) < 0.2 * direct_shift
for data in (ch4, cf4):
    assert data["I"] < data["frozen"]

# An ordinary ammonium calculation tests the variable-charge construction.
ammonium = scf.RHF(molecule("N", "H", BONDS["H"], shared_basis, charge=1))
ammonium.conv_tol = 1e-10
ammonium.kernel()
assert ammonium.converged
assert abs(ammonium.e_tot - ch4["E"][2]) < 1e-6

# Isolated cores: one electron at Z=6, two electrons at Z=7.
carbon_core = gto.M(atom="C 0 0 0", basis={"C": center_basis},
                    charge=5, spin=1, verbose=0)
nitrogen_core = gto.M(atom="N 0 0 0", basis={"N": center_basis},
                      charge=5, spin=0, verbose=0)
levels, orbitals = eigh(scf.hf.get_hcore(carbon_core),
                        carbon_core.intor("int1e_ovlp"))
carbon_density = np.outer(orbitals[:, 0], orbitals[:, 0])
nitrogen_hf = scf.RHF(nitrogen_core).run(conv_tol=1e-11)
assert nitrogen_hf.converged
core_exchange = nitrogen_hf.e_tot - levels[0]
nitrogen_density = nitrogen_hf.make_rdm1()


def core_potential_difference(radius_nm):
    radius = radius_nm / BOHR_NM
    with carbon_core.with_rinv_origin((0, 0, radius)):
        inverse_distance = carbon_core.intor("int1e_rinv")
    return -1 / radius + np.sum(
        (nitrogen_density - carbon_density) * inverse_distance)


inside = core_potential_difference(0.01)
outside = core_potential_difference(0.05)
assert abs(outside) < 1e-3 < abs(inside)


def fitted_hf(center, ligand, bond, basis):
    mol = molecule(center, ligand, bond, basis, charge=int(center == "N"))
    mf = scf.RHF(mol).density_fit()
    mf.conv_tol = 1e-9
    mf.kernel()
    assert mf.converged
    return mf


large_hf, large_correlation = {}, {}
for center in ("C", "N"):
    for ligand in ("H", "F"):
        mf = fitted_hf(center, ligand, BONDS[ligand], "def2-tzvp")
        large_hf[center + ligand] = mf.e_tot
        large_correlation[center + ligand] = mp.MP2(mf).kernel()[0]


def reaction_from(table):
    return table["NF"] + table["CH"] - table["CF"] - table["NH"]


large_reaction = reaction_from(large_hf)
correlation_change = reaction_from(large_correlation)
assert abs(large_reaction - reaction) < 0.1 * reaction


def ion_relaxation(ligand):
    start = BONDS[ligand]
    offsets = np.array([0.0, -0.005, -0.010])
    values = np.array([fitted_hf("N", ligand, start + x, "def2-svp").e_tot
                       for x in offsets])
    a, b, _ = np.polyfit(offsets, values - values[0], 2)
    offset = -b / (2 * a)
    assert a > 0 and offsets[-1] < offset < 0
    relaxed = fitted_hf("N", ligand, start + offset, "def2-svp").e_tot
    assert relaxed < values[0]
    return start + offset, values[0] - relaxed


nh_bond, nh_lowering = ion_relaxation("H")
nf_bond, nf_lowering = ion_relaxation("F")
relaxation_change = nh_lowering - nf_lowering
bond_step = 0.001
side_energies = []
for sign in (-1, 1):
    bond = BONDS["F"] + sign * bond_step
    side_energies.append(fitted_hf("N", "F", bond, "def2-svp").e_tot
                         - fitted_hf("C", "F", bond, "def2-svp").e_tot)
bond_change = (side_energies[1] - side_energies[0]) / 2


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("C-H bond, rough input", BONDS["H"], "nm")
show("C-F bond, rough input", BONDS["F"], "nm")
for name, data in (("CH4", ch4), ("CF4", cf4)):
    analogue = "NH4+" if name == "CH4" else "NF4+"
    show("E " + name, data["E"][0], "hartree", 6)
    show("E " + analogue + " at parent geometry", data["E"][2], "hartree", 6)
    show("E core-ionized " + name, data["hole"], "hartree", 6)
    show("Core ionization energy " + name, data["I"] * EV, "eV")
    show("Frozen-orbital ionization energy " + name,
         data["frozen"] * EV, "eV")
    show("Electronic relaxation energy " + name,
         (data["frozen"] - data["I"]) * EV, "eV")
    show("Exchange energy X " + name, data["exchange"], "hartree", 6)
    show("Squared overlap of hole with 1s " + name,
         data["hole_overlap"], "(no unit)", 5)
show("Equivalent-core reaction energy", reaction, "hartree", 6)
show("Equivalent-core shift", reaction * EV, "eV")
show("Direct core-hole shift", direct_shift * EV, "eV")
show("Frozen-orbital shift", frozen_shift * EV, "eV")
show("Equivalent-core error, reaction minus direct",
     (reaction - direct_shift) * EV, "eV")
for z, value in zip((6.0, 6.5, 7.0), phi_difference):
    show(f"Potential difference CF4-CH4 at Z={z}", value,
         "hartree/e", 6)
show("Integrated potential difference", integrated, "hartree", 6)
show("Integration minus reaction", (integrated - reaction) * EV, "eV", 5)
show("Isolated-core exchange energy", core_exchange, "hartree", 6)
show("N-C* core potential energy at 0.01 nm", inside, "hartree", 6)
show("N-C* core potential energy at 0.05 nm", outside, "hartree", 8)
show("Reaction energy HF/def2-TZVP", large_reaction * EV, "eV")
show("Basis change", (large_reaction - reaction) * EV, "eV")
show("MP2 correlation change", correlation_change * EV, "eV")
show("Reaction energy MP2/def2-TZVP",
     (large_reaction + correlation_change) * EV, "eV")
show("Relaxed N-H bond, HF/def2-SVP", nh_bond, "nm", 4)
show("Relaxed N-F bond, HF/def2-SVP", nf_bond, "nm", 4)
show("NH4+ geometric lowering", nh_lowering * EV, "eV")
show("NF4+ geometric lowering", nf_lowering * EV, "eV")
show("Reaction change if ions relax", relaxation_change * EV, "eV")
show("C-F bond increment for sensitivity", bond_step, "nm")
show("Reaction change per that increment", bond_change * EV, "eV")
print("verified")
```

Output:

```
C-H bond, rough input: 0.109 nm
C-F bond, rough input: 0.132 nm
E CH4: -40.206127 hartree
E NH4+ at parent geometry: -56.534949 hartree
E core-ionized CH4: -29.525688 hartree
Core ionization energy CH4: 290.630 eV
Frozen-orbital ionization energy CH4: 304.988 eV
Electronic relaxation energy CH4: 14.359 eV
Exchange energy X CH4: -27.009261 hartree
Squared overlap of hole with 1s CH4: 0.99988 (no unit)
E CF4: -435.677329 hartree
E NF4+ at parent geometry: -451.552942 hartree
E core-ionized CF4: -424.554964 hartree
Core ionization energy CF4: 302.655 eV
Frozen-orbital ionization energy CF4: 316.078 eV
Electronic relaxation energy CF4: 13.423 eV
Exchange energy X CF4: -26.997977 hartree
Squared overlap of hole with 1s CF4: 0.99990 (no unit)
Equivalent-core reaction energy: 0.453209 hartree
Equivalent-core shift: 12.332 eV
Direct core-hole shift: 12.025 eV
Frozen-orbital shift: 11.089 eV
Equivalent-core error, reaction minus direct: 0.307 eV
Potential difference CF4-CH4 at Z=6.0: 0.422520 hartree/e
Potential difference CF4-CH4 at Z=6.5: 0.460295 hartree/e
Potential difference CF4-CH4 at Z=7.0: 0.455816 hartree/e
Integrated potential difference: 0.453253 hartree
Integration minus reaction: 0.00117 eV
Isolated-core exchange energy: -26.734976 hartree
N-C* core potential energy at 0.01 nm: -0.780821 hartree
N-C* core potential energy at 0.05 nm: 0.00001294 hartree
Reaction energy HF/def2-TZVP: 12.289 eV
Basis change: -0.043 eV
MP2 correlation change: -0.568 eV
Reaction energy MP2/def2-TZVP: 11.721 eV
Relaxed N-H bond, HF/def2-SVP: 0.1018 nm
Relaxed N-F bond, HF/def2-SVP: 0.1272 nm
NH4+ geometric lowering: 0.439 eV
NF4+ geometric lowering: 0.328 eV
Reaction change if ions relax: 0.111 eV
C-F bond increment for sensitivity: 0.001 nm
Reaction change per that increment: 0.054 eV
verified
```
